# Bewick-Fleischmann-Thirsk current for instantaneous nucleation and its maximum: a numerical check

```python
"""
Result under test: current density of one layer growing from N0 randomly
placed disc nuclei per area, all born at t = 0 (Bewick-Fleischmann-Thirsk):
    j(t) = 2 pi N0 v^2 q t exp(-pi N0 v^2 t^2),
    t_m  = 1 / (v sqrt(2 pi N0)),   j_m = q v sqrt(2 pi N0) exp(-1/2).
v = k V   edge speed (k: molar edge flux, V: molar volume)
q = z F h / V   charge of a complete layer per area (h: layer height)
The independent road is a geometric simulation of overlapping discs: coverage
and free edge length are measured from distances to the nearest seed.
In the simulation the unit of length is N0^(-1/2). All other units are SI.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad, simpson
from scipy.optimize import minimize_scalar
from scipy.spatial import cKDTree

FARADAY = physical_constants["Faraday constant"][0]

# Round model parameters
z = 1
height = 2.5e-10         # m
molar_volume = 1.0e-5    # m^3/mol
edge_flux = 0.05         # mol/(m^2 s)
N0 = 1.0e12              # 1/m^2
activation_rate = 20.0   # 1/s, used only for the delayed-birth case

v = edge_flux * molar_volume
q = z * FARADAY * height / molar_volume


def current(t):
    return 2*np.pi*N0*v**2*q*t*np.exp(-np.pi*N0*v**2*t**2)


t_m = 1/(v*np.sqrt(2*np.pi*N0))
j_m = q*v*np.sqrt(2*np.pi*N0)*np.exp(-0.5)

# Bare probability for a finite number of seeds tends to the exponential
n, x = sp.symbols("n x", positive=True)
assert sp.simplify(sp.limit((1 - x/n)**n, n, sp.oo) - sp.exp(-x)) == 0


def free_edge(seeds, box, radius, n_angles, rng):
    """Length of disc edge not covered by other discs, per unit area."""
    tree = cKDTree(seeds, boxsize=box)
    angle = rng.uniform(0, 2*np.pi, (len(seeds), n_angles))
    rim = seeds[:, None, :] + radius*np.stack(
        (np.cos(angle), np.sin(angle)), axis=-1)
    nearest, _ = tree.query(np.mod(rim, box).reshape(-1, 2))
    free_fraction = np.mean(nearest > radius*(1 - 1e-9))
    return 2*np.pi*radius*free_fraction*len(seeds)/box**2


def nearest_seed_distances(seeds, box, n_points, rng):
    points = rng.uniform(0, box, (n_points, 2))
    return cKDTree(seeds, boxsize=box).query(points)[0]


# Random seeds: tolerances reflect sampling noise of a finite box
rng = np.random.default_rng(12345)
n_seeds = 30000
box = np.sqrt(n_seeds)
seeds = rng.uniform(0, box, (n_seeds, 2))
radii = np.linspace(0.2, 0.6, 9)
edge_sim = np.array([free_edge(seeds, box, r, 6, rng) for r in radii])
distance = nearest_seed_distances(seeds, box, 200000, rng)
cover_sim = np.array([np.mean(distance < r) for r in radii])
cover_formula = 1 - np.exp(-np.pi*radii**2)
free_fraction_sim = edge_sim/(2*np.pi*radii)
assert np.max(np.abs(cover_sim - cover_formula)) < 0.015
assert np.max(np.abs(free_fraction_sim - np.exp(-np.pi*radii**2))) < 0.015

# Growth of coverage equals the area swept by the free edge
swept = simpson(edge_sim, x=radii)
gained = cover_sim[-1] - cover_sim[0]
assert abs(swept - gained) < 0.012

# Peak of the simulated current, found without the derived formula
fit = np.polynomial.Polynomial.fit(radii, edge_sim, 4)
fine = np.linspace(radii[0], radii[-1], 4001)
r_peak_sim = fine[np.argmax(fit(fine))]
t_peak_sim = r_peak_sim/(np.sqrt(N0)*v)
j_peak_sim = z*FARADAY*edge_flux*height*np.max(fit(fine))*np.sqrt(N0)
cover_peak_sim = np.mean(distance < r_peak_sim)
assert abs(t_peak_sim/t_m - 1) < 0.04
assert abs(j_peak_sim/j_m - 1) < 0.02

# Total charge, and curvature at the maximum by finite differences
charge = quad(current, 0, 12*t_m, epsabs=1e-12, limit=200)[0]
assert abs(charge/q - 1) < 1e-8
step = 1e-3*t_m
curvature = (current(t_m+step) - 2*current(t_m) + current(t_m-step))/step**2
assert abs(curvature/(-2*j_m/t_m**2) - 1) < 1e-4

# Square lattice of seeds: the random-placement law must fail
side = 10
grid = np.arange(side) + 0.5
lattice = np.array([(a, b) for a in grid for b in grid])
lattice_radii = np.linspace(0.3, 0.7, 41)
lattice_edge = np.array([free_edge(lattice, side, r, 120, rng)
                         for r in lattice_radii])
r_lattice = lattice_radii[np.argmax(lattice_edge)]
lattice_distance = nearest_seed_distances(lattice, side, 200000, rng)
cover_lattice = np.mean(lattice_distance < r_lattice)
t_lattice = r_lattice/(np.sqrt(N0)*v)
assert abs(r_lattice - 0.5) < 0.011
assert abs(cover_lattice - np.pi/4) < 0.01
assert abs(cover_lattice - (1 - np.exp(-np.pi*r_lattice**2))) > 0.1


# Sites that start at a finite rate: extended area by quadrature over births
def coverage_delayed(t):
    mean_square_age = quad(
        lambda s: activation_rate*np.exp(-activation_rate*s)*(t - s)**2,
        0, t, epsabs=1e-13, epsrel=1e-12)[0]
    return -np.expm1(-np.pi*N0*v**2*mean_square_age)


def current_delayed(t, dt=1e-3):
    return q*(coverage_delayed(t+dt) - coverage_delayed(t-dt))/(2*dt)


search = minimize_scalar(lambda t: -current_delayed(t), method="bounded",
                         bounds=(0.3*t_m, 2.5*t_m), options={"xatol": 1e-8})
t_delayed, j_delayed = search.x, -search.fun
height_factor = np.exp(-1/(2*(activation_rate*t_m)**2))
assert abs(t_delayed - (t_m + 1/activation_rate)) < 1e-4
assert abs(j_delayed/j_m - height_factor) < 1e-5

print(f"electrons per ion z = {z}")
print(f"layer height h = {height*1e9:.2f} nm")
print(f"molar volume V = {molar_volume:.1e} m^3/mol")
print(f"edge flux k = {edge_flux:.3f} mol/(m^2 s)")
print(f"nucleus density N0 = {N0:.1e} 1/m^2")
print(f"Faraday constant F = {FARADAY:.2f} C/mol")
print(f"edge speed v = {v*1e6:.3f} um/s")
print(f"layer charge q = {q:.4f} C/m^2 = {q*100:.1f} uC/cm^2")
print(f"time of maximum t_m = {t_m:.4f} s")
print(f"maximum current j_m = {j_m:.4f} A/m^2 = {j_m*0.1:.4f} mA/cm^2")
print(f"disc radius at t_m = {v*t_m*1e6:.4f} um")
print(f"extended coverage at t_m = {np.pi*N0*(v*t_m)**2:.4f}")
print(f"coverage at t_m = {1-np.exp(-np.pi*N0*(v*t_m)**2):.4f}")
no_overlap = z*FARADAY*edge_flux*height*2*np.pi*v*t_m*N0
print(f"current at t_m if discs did not overlap = {no_overlap:.4f} A/m^2")
print(f"product j_m t_m = {j_m*t_m:.4f} C/m^2")
print(f"integrated charge = {charge:.4f} C/m^2")
for ratio in (0.25, 0.5, 1.0, 1.5, 2.0, 3.0):
    j_here = current(ratio*t_m)
    print(f"t/t_m = {ratio:.2f}: t = {ratio*t_m:.4f} s, "
          f"j = {j_here:.4f} A/m^2, j/j_m = {j_here/j_m:.4f}")
print(f"simulation: number of random seeds = {n_seeds}")
for i in (0, 4, 8):
    print(f"r sqrt(N0) = {radii[i]:.2f}: coverage sim {cover_sim[i]:.3f}, "
          f"formula {cover_formula[i]:.3f}; "
          f"free edge fraction sim {free_fraction_sim[i]:.3f}")
print(f"simulation: coverage gained = {gained:.3f}, edge-swept = {swept:.3f}")
print(f"simulation: time of maximum = {t_peak_sim:.3f} s")
print(f"simulation: maximum current = {j_peak_sim:.3f} A/m^2")
print(f"simulation: coverage at maximum = {cover_peak_sim:.3f}")
print(f"square lattice: time of maximum = {t_lattice:.3f} s")
print(f"square lattice: coverage at maximum = {cover_lattice:.3f}")
print(f"Avrami coverage at that time = {1-np.exp(-np.pi*r_lattice**2):.3f}")
print(f"activation rate a = {activation_rate:.1f} 1/s")
print(f"product a t_m = {activation_rate*t_m:.2f}")
print(f"finite activation: time of maximum = {t_delayed:.4f} s")
print(f"predicted t_m + 1/a = {t_m+1/activation_rate:.4f} s")
print(f"finite activation: peak height / j_m = {j_delayed/j_m:.4f}")
print(f"predicted height factor = {height_factor:.4f}")
print("all assertions hold")
```

Output:

```
electrons per ion z = 1
layer height h = 0.25 nm
molar volume V = 1.0e-05 m^3/mol
edge flux k = 0.050 mol/(m^2 s)
nucleus density N0 = 1.0e+12 1/m^2
Faraday constant F = 96485.33 C/mol
edge speed v = 0.500 um/s
layer charge q = 2.4121 C/m^2 = 241.2 uC/cm^2
time of maximum t_m = 0.7979 s
maximum current j_m = 1.8336 A/m^2 = 0.1834 mA/cm^2
disc radius at t_m = 0.3989 um
extended coverage at t_m = 0.5000
coverage at t_m = 0.3935
current at t_m if discs did not overlap = 3.0232 A/m^2
product j_m t_m = 1.4630 C/m^2
integrated charge = 2.4121 C/m^2
t/t_m = 0.25: t = 0.1995 s, j = 0.7325 A/m^2, j/j_m = 0.3995
t/t_m = 0.50: t = 0.3989 s, j = 1.3340 A/m^2, j/j_m = 0.7275
t/t_m = 1.00: t = 0.7979 s, j = 1.8336 A/m^2, j/j_m = 1.0000
t/t_m = 1.50: t = 1.1968 s, j = 1.4722 A/m^2, j/j_m = 0.8029
t/t_m = 2.00: t = 1.5958 s, j = 0.8183 A/m^2, j/j_m = 0.4463
t/t_m = 3.00: t = 2.3937 s, j = 0.1008 A/m^2, j/j_m = 0.0549
simulation: number of random seeds = 30000
r sqrt(N0) = 0.20: coverage sim 0.118, formula 0.118; free edge fraction sim 0.883
r sqrt(N0) = 0.40: coverage sim 0.396, formula 0.395; free edge fraction sim 0.604
r sqrt(N0) = 0.60: coverage sim 0.678, formula 0.677; free edge fraction sim 0.323
simulation: coverage gained = 0.560, edge-swept = 0.559
simulation: time of maximum = 0.799 s
simulation: maximum current = 1.831 A/m^2
simulation: coverage at maximum = 0.395
square lattice: time of maximum = 1.000 s
square lattice: coverage at maximum = 0.785
Avrami coverage at that time = 0.544
activation rate a = 20.0 1/s
product a t_m = 15.96
finite activation: time of maximum = 0.8479 s
predicted t_m + 1/a = 0.8479 s
finite activation: peak height / j_m = 0.9980
predicted height factor = 0.9980
all assertions hold
```
